The Global Scaling Correction and Its Size Inconsistency

Let φ(r) be a normalized frontier orbital of spin σ, f(r) = |φ(r)|² its density, and n its occupation, with 0 ≤ n ≤ 1. All other occupations are fixed integers. Write E(n) for the total energy along this segment, so that E(0) and E(1) belong to neighbouring integer electron numbers. For the HOMO of an N-electron system the segment runs from N−1 to N, and the system sits at n = 1. For the LUMO it runs from N to N+1, and the system sits at n = 0. The two segments have different orbitals and different curvatures. Hartree atomic units are used in the derivation and electronvolts in the example.

The functional to be corrected, called the parent, contains the one-electron energy, the Hartree repulsion and local spin-density exchange,

E_x = −C_x Σ_σ ∫ρ_σ^(4/3) dr,  C_x = (3/4)(6/π)^(1/3).

Correlation is left out. Nuclei are fixed, so ionization energies and electron affinities are vertical.

For an exact theory at zero temperature, a fractional electron number describes a statistical mixture of the two neighbouring integer states, provided the integer energies are convex. The energy is then the chord

L(n) = (1−n)E(0) + nE(1).

An approximate E(n) generally departs from its own chord. Suppose its second derivative is a constant κ. The difference E(n) − L(n) is then a quadratic polynomial with leading coefficient κ/2 and zeros at n = 0 and n = 1, so it equals (κ/2)n(n−1). Hence

E(n) = L(n) − (κ/2)n(1−n).

For κ > 0 the parent lies below the chord and favours fractional charge. Straightness is restored by adding

ΔE(n) = (κ/2)n(1−n).

This vanishes at both ends. It straightens the line between the parent's integer energies but does not improve those energies.

To find κ, keep all orbitals frozen and write the density of spin σ as ρ_σ = ρ_0 + nf, where ρ_0 is the remaining density of that spin. The one-electron energy is linear in n and has no second derivative. With ρ_r the total density apart from the frontier electron, the Hartree energy is

E_H = ½∬ρ_r(r)ρ_r(r′)/|r−r′| dr dr′ + n∬ρ_r(r)f(r′)/|r−r′| dr dr′ + ½n²J,

J = ∬f(r)f(r′)/|r−r′| dr dr′.

The factor ½ of the Hartree energy cancels the 2 from differentiating n² twice, so the second derivative is J. This is the repulsion of the orbital density with itself. Exchange gives

dE_x/dn = −(4/3)C_x∫ρ_σ^(1/3) f dr,

d²E_x/dn² = −(4/9)C_x∫ρ_σ^(−2/3) f² dr.

The frozen-orbital curvature is therefore

κ = J − X,  X = (4/9)C_x∫ρ_σ^(−2/3) f² dr.

Exchange counteracts the Coulomb term because −ρ^(4/3) is concave. The integral X depends on n through ρ_σ, so treating κ as constant is an approximation. Here X is evaluated at the density of the reference system: n = 1 for its HOMO and n = 0 for its LUMO.

The link to the orbital energy comes from the first derivative. At fixed orbitals,

dE/dn = ⟨φ|−½∇² + v_ext|φ⟩ + ∫f(v_H + v_x,σ) dr = ε,

where v_ext is the nuclear potential, v_H the Hartree potential and v_x,σ = −(4/3)C_xρ_σ^(1/3). If the orbitals relax, the first-order change of E due to their variation vanishes, since E is stationary at self-consistency. The result dE/dn = ε, Janak's relation, holds for the relaxed energy as well.

The correction shifts the level by its own derivative. Allowing κ to vary with n,

Δε = dΔE/dn = κ(½−n) + ½(dκ/dn)n(1−n).

The second term vanishes at both integers if dκ/dn is finite there. Thus

Δε_HOMO = −κ_HOMO/2 at n = 1,

Δε_LUMO = +κ_LUMO/2 at n = 0.

For positive κ the HOMO moves down, the LUMO moves up, and the distance between these two levels grows by (κ_HOMO + κ_LUMO)/2. Other levels stay where they are. A degenerate partner or a close neighbour can then become the new frontier level, so the gap of the whole spectrum may open by less, or not at all, unless those levels are corrected too. In operator form, with κ held fixed, the added term is κ(½−n)|φ⟩⟨φ|. At integer occupation it moves the level without mixing occupied and empty orbitals, so the density stays as it was.

How much a varying curvature matters follows from integration by parts:

∫₀¹ nE″(n) dn = E′(1) − [E(1) − E(0)],

∫₀¹ (1−n)E″(n) dn = [E(1) − E(0)] − E′(0).

On the HOMO segment E(1) − E(0) = −I, with I the ionization energy, so the first integral is ε_HOMO + I. On the LUMO segment E(1) − E(0) = −A, with A the electron affinity, so the second is −A − ε_LUMO. For constant E″ both integrals equal κ/2. Otherwise the required shift is half of a weighted mean curvature, with most weight near the reference system.

Relaxation changes this curvature. Let W(n,x) be the energy as a function of the occupation and of a set of real orbital-rotation parameters x. At self-consistency W_x = 0, where subscripts denote derivatives. Differentiating this condition along the segment gives

W_xn + W_xx(dx/dn) = 0,  dx/dn = −W_xx^(−1)W_xn.

Since E′ = W_n, a second differentiation yields

E″ = W_nn + W_nx(dx/dn) = W_nn − W_nx W_xx^(−1) W_xn.

W_nn is the frozen curvature. Rotations that leave the energy unchanged at every n, such as a turn of the whole electron density about the axis of a linear molecule, do not couple to n and are left out of x. For 0 < n < 1, at a stable minimum with respect to the remaining rotations, W_xx is taken to be positive definite, and the subtracted term cannot be negative. At the integer ends, rotations between the frontier orbital and others of the same spin and occupation also leave the energy unchanged, so the formula is read there as a limit. Relaxation therefore lowers the curvature at a given n, and the frozen κ tends to overcorrect.

A different form is needed when the orbital has no other density of its own spin beneath it. Then ρ_σ = nf, and X = (4/9)S n^(−2/3), with S = C_x∫f^(4/3) dr, diverges as n → 0. A curvature taken at the empty end is useless there. The energy itself is finite,

E(n) = constant + an + ½Jn² − Sn^(4/3),

where a collects the linear terms. Its chord has slope a + J/2 − S, and the deviation to be supplied is

D(n) = L(n) − E(n) = (J/2)(n−n²) − S(n−n^(4/3)).

A parabola can be matched to it at the midpoint, where n − n² = 1/4 and n − n^(4/3) = ½ − 2^(−4/3) = ½(1−2^(−1/3)). Setting κ_o/8 = D(½) gives

κ_o/8 = J/8 − (S/2)(1−2^(−1/3)),

κ_o = J − 4(1−2^(−1/3))S ≈ J − 0.825S.

This lone-orbital form needs nothing but the density f. Its end slopes are not exact, however. Differentiation gives

D′(n) = J(½−n) − S[1−(4/3)n^(1/3)],

D′(1) = −J/2 + S/3,  D′(0) = J/2 − S,

whereas the parabola gives −J/2 + 0.413S and J/2 − 0.413S. The Coulomb part is reproduced at both ends. The exchange part is about a quarter too large at the full end and less than half of the exact value at the empty end. A symmetric pair of shifts ∓κ/2 is thus a property of the parabola, not of local exchange itself.

Now take M identical systems at mutual distance R, so large that their orbitals do not overlap. For M > 4 the distances cannot all be equal, and 1/R then stands for the mean inverse distance. Let the frontier orbital be spread equally over them,

φ_M = M^(−1/2) Σ_i φ_i,  f_M = (1/M) Σ_i f_i.

The Coulomb integral contains M terms on the same copy and M(M−1) ordered pairs on different copies:

J_M = (1/M²)[MJ + M(M−1)/R] = J/M + (M−1)/(MR).

The pair term is written to leading order in 1/R and vanishes as R → ∞. In the exchange integral, ρ_σ near each copy is the density of an isolated system, while f² carries 1/M². Summing M equal contributions gives X_M = X/M. Hence

κ_M = κ/M  for R → ∞.

The shift of the HOMO is −κ/(2M), and it disappears for many copies. Adding systems that do not interact with the first has changed its predicted ionization energy. This is the size inconsistency.

The value also depends on how the orbital is chosen. With weights p_i that sum to one, f = Σ_i p_i f_i, and the same argument gives κΣ_i p_i². An orbital on one copy yields κ; an equally spread one yields κ/M. At infinite separation both are eigenfunctions with the same energy. As long as the level is completely filled or empty on all copies, the parent's total energy does not depend on the choice either, yet the corrected levels differ.

The lone-orbital form scales differently. Its condition is met when a single electron of the given spin is shared by all M copies. If each copy holds its own electron, the other M−1 combinations of the φ_i are occupied with the same spin, and the curvature form with its 1/M scaling applies instead. For the single shared electron the exchange integral becomes M(1/M)^(4/3)S = M^(−1/3)S, so that

κ_o,M = J/M − 4(1−2^(−1/3))S M^(−1/3).

The Coulomb part falls faster than the exchange part. The sum changes sign at M = {J/[4(1−2^(−1/3))S]}^(3/2), beyond which the parabola pushes the HOMO up instead of down. The exact slope at the full end changes sign only later, at M = [3J/(2S)]^(3/2).

The levels are half of the problem; the other half is the total energy. Remove one electron from φ_M. Each copy loses 1/M of an electron and has occupation 1−1/M. Matrix elements of the one-particle density between different copies do not contribute when the overlap is negligible, and the repulsion between the fractional charges vanishes as R → ∞. The removal energy is

I_M = M[E(1−1/M) − E(1)].

Size consistency requires I_M = I_1 = I. For a parabolic E(n),

E(1−1/M) = E(1) + I/M − (κ/2)(1/M)(1−1/M),

and therefore

I_M = I − (κ/2)(1−1/M).

For positive κ the parent gains energy by spreading the hole. The global correction cannot prevent this: the whole collection has an integer number of electrons before and after removal, so n(1−n) = 0 in both states. The fractional charges on the copies do not enter it.

The corrected level now has a clear meaning. The parabola gives ε = −I + κ/2, and so

−(ε − κ_M/2) = I − κ/2 + κ/(2M) = I_M.

The correction makes the level agree with the parent's energy difference for the whole collection. That difference is itself wrong for M > 1. Straightness in the total electron number has been achieved, but the end points of the line contain the error of the shared charge.

For M → ∞ the result does not need the parabola. From the definition of the derivative,

I_M → −E′(1) = −ε_HOMO.

Electron addition behaves in the same way. On the LUMO segment each copy receives 1/M of an electron, and

A_M = M[E(0) − E(1/M)].

Inserting the parabola, with E(1) = E(0) − A, gives

A_M = A + (κ/2)(1−1/M),

and the limit for many copies is A_M → −ε_LUMO. For κ > 0 the extra electron is bound too strongly when it is shared.

The missing energy can be written down. If each copy is corrected with its own occupation n_i = 1−1/M, the sum is

Σ_i (κ/2)n_i(1−n_i) = M(κ/2)(1/M)(1−1/M) = κ(M−1)/(2M).

Added to I_M, this restores I for a parabola. It requires local orbitals and local occupations, which is the reason for replacing a global correction by a localized one.

The O2 molecule in its triplet state shows the size of these effects. The bond length is set to 1.21 Å and the basis is aug-cc-pVDZ. The HOMO is a π* orbital of the majority spin and the LUMO a π* orbital of the minority spin. Each of these levels is doubly degenerate; the same real component, π*_x, is used throughout, and another choice, such as a complex combination, can change κ somewhat. The corrected levels quoted below are those of π*_x; its partner keeps the uncorrected energy unless it receives a correction of its own. Both frontier levels have other occupied orbitals of the same spin beneath them, and X is finite for both, so the curvature form κ = J − X can be used. The reference is the total-energy difference of the same exchange-only functional, not experiment. Values in this basis at the occupations used below are in the numerical output or follow from it by simple arithmetic; sums are formed from unrounded values, so the last digit may differ by one. The second decimal is not converged in the basis: in aug-cc-pVTZ the HOMO level, the integrals J, the relaxed curvatures and A move by up to 0.05 eV, while I and the LUMO level stay the same to 0.01 eV.

For the HOMO, J = 16.58 eV and X = 1.56 eV, so

κ = 16.58 − 1.56 ≈ 15.03 eV,  κ/2 ≈ 7.51 eV.

A finite-difference test on frozen-orbital total energies reproduces this curvature. The uncorrected level is −5.73 eV, while −I = −11.46 eV. The correction gives

−5.73 − 7.51 ≈ −13.25 eV.

An error of 5.72 eV above the reference has become one of 1.79 eV below it. The relaxed curvature, from the change of the self-consistent level between n = 0.9 and n = 1, is 11.01 eV, and half of it leads to −11.24 eV. This removes the overcorrection and leaves the level 0.22 eV above −I. The small remaining error reflects the variation of the relaxed curvature along the segment: the integral formula requires a weighted mean of 2(11.458 − 5.734) ≈ 11.45 eV, slightly above the value near n = 1.

For the LUMO, J = 15.78 eV and X = 1.97 eV give κ = 13.81 eV. The level rises from −3.26 eV to

−3.26 + 6.90 = 3.64 eV.

The energy difference gives A = −1.29 eV, so the target is −A = +1.29 eV, and the frozen correction overshoots by 2.35 eV. With the relaxed curvature of 9.85 eV, taken between n = 0 and n = 0.1, the level is 1.66 eV, still 0.37 eV above the target. The integral formula requires a weighted mean of 2(1.29 + 3.26) = 9.10 eV; the relaxed curvature falls markedly along this segment, so a single parabola describes it less well than the HOMO segment. The negative A means that the anion lies above the neutral molecule in this calculation. The extra electron is held by the finite basis, so this target depends on the basis and is not a physical affinity. A second set of diffuse functions moves A from −1.29 to about −0.65 eV while the LUMO level, J and X of the neutral molecule stay the same to 0.01 eV.

The lone-orbital form can be evaluated for the same HOMO as a comparison. With S = 8.96 eV,

κ_o = 16.58 − 0.825 × 8.96 ≈ 9.19 eV,

which puts the level at −5.73 − 4.59 ≈ −10.33 eV. This is nearer to −I than the frozen result, but not because the form describes O2 better. Its exchange part is 7.39 eV, against X = 1.56 eV for the actual same-spin density. The excess exchange lowers κ_o, and neglected relaxation leaves it too large; the two errors partly cancel.

For two and three distant molecules the orbital was spread explicitly over the copies, 200 bohr apart. After removal of the term (M−1)/(MR), the curvatures are

κ_2 = 7.51 eV,  κ_3 = 5.01 eV,

that is, 15.03/2 and 15.03/3. The corrected HOMO rises from −13.25 eV for one molecule to −9.49 eV for two and −8.24 eV for three, although no molecule has been altered. The lone-orbital values fall faster, from 9.19 to 2.42 and 0.40 eV, and the scaling law puts the change of sign at M ≈ 3.4, hence between three and four molecules. For O2 this change of sign has no meaning, because the form is used outside its condition; the curvature κ/M, which does apply here, stays positive for every M.

The removal energies, obtained from self-consistent molecules with fractional occupation, are

I_1 = 11.46 eV,  I_2 = 8.54 eV,  I_3 = 7.59 eV.

They descend towards −ε_HOMO = 5.73 eV. A separate test with frozen orbitals confirms that a hole shared by two distant molecules costs the same as two half holes. The parabola with the relaxed curvature predicts

−ε + κ/(2M) = 5.73 + 11.01/4 ≈ 8.49 eV for M = 2,

−ε + κ/(2M) = 5.73 + 11.01/6 ≈ 7.57 eV for M = 3,

close to the computed I_2 and I_3. The frozen κ gives 9.49 and 8.24 eV, too high for the same reason as before. In either case the corrected level follows the falling I_M and not the constant 11.46 eV that separated molecules require.

Correcting each molecule separately removes most of this fall. With the relaxed curvature, the sum over fragments adds 11.01/4 ≈ 2.75 eV for M = 2 and 11.01/3 ≈ 3.67 eV for M = 3:

8.54 + 2.75 ≈ 11.29 eV,  7.59 + 3.67 ≈ 11.26 eV.

Both are within about 0.2 eV of I_1. With the frozen κ the sums are 12.29 and 12.60 eV, so a local correction removes most of the dependence on M but still needs a curvature that includes relaxation.

The LUMO side has a more drastic consequence. One molecule has A = −1.29 eV in this basis, yet for many distant molecules the parent's A_M tends to −ε_LUMO = +3.26 eV. A collection of molecules, none of which binds the electron in this calculation, is predicted to bind it firmly by sharing it. The global correction leaves this total energy unchanged, since the collection as a whole has an integer number of electrons.

Numbers as computed

```
O2 bond length: 1.21 angstrom
distance between copies: 200 bohr
hartree in eV: 27.2114 eV
Cx (atomic units): 0.93053
HOMO level: -5.734 eV
LUMO level: -3.261 eV
ionization energy I, energy difference: 11.458 eV
electron affinity A, energy difference: -1.290 eV
HOMO Coulomb J: 16.583 eV
HOMO exchange curvature (subtracted): 1.557 eV
HOMO kappa, frozen: 15.027 eV
HOMO kappa/2, frozen: 7.513 eV
HOMO curvature, relaxed: 11.011 eV
LUMO Coulomb J: 15.775 eV
LUMO exchange curvature (subtracted): 1.969 eV
LUMO kappa, frozen: 13.807 eV
LUMO kappa/2, frozen: 6.903 eV
LUMO curvature, relaxed: 9.849 eV
HOMO frozen curvature by differences: 15.027 eV
HOMO corrected, frozen kappa: -13.247 eV
HOMO corrected, relaxed curvature: -11.240 eV
LUMO corrected, frozen kappa: 3.642 eV
LUMO corrected, relaxed curvature: 1.663 eV
lone-orbital midpoint factor: 0.8252
half of that factor (end slope of parabola): 0.4126
HOMO Cx Int f^(4/3): 8.960 eV
HOMO kappa, lone-orbital form: 9.189 eV
M where lone-orbital kappa changes sign: 3.36
M=1 kappa_M: 15.027 eV
M=1 lone-orbital kappa_M: 9.189 eV
M=1 corrected HOMO, frozen: -13.247 eV
M=1 removal energy I_M: 11.458 eV
M=2 kappa_M: 7.513 eV
M=2 lone-orbital kappa_M: 2.423 eV
M=2 corrected HOMO, frozen: -9.491 eV
M=2 removal energy I_M: 8.536 eV
M=2 I_M + fragment sum, frozen: 12.293 eV
M=2 I_M + fragment sum, relaxed: 11.289 eV
M=3 kappa_M: 5.009 eV
M=3 lone-orbital kappa_M: 0.401 eV
M=3 corrected HOMO, frozen: -8.238 eV
M=3 removal energy I_M: 7.587 eV
M=3 I_M + fragment sum, frozen: 12.596 eV
M=3 I_M + fragment sum, relaxed: 11.257 eV
```
